# Three-orbital nearest-neighbour model of monolayer MoS2: band energies at Γ and K: a numerical check

```python
"""
Three-orbital nearest-neighbour model of monolayer MoS2 (dz2, dxy, dx2-y2).
Result under test: D3h symmetry leaves on-site energies e1, e2 and hoppings
t0, t1, t2, t11, t12, t22, and the band energies are
  Gamma: e1 + 6 t0,  e2 + 3 (t11 + t22) twice
  K:     e1 - 3 t0,  e2 - 3/2 (t11 + t22) -/+ 3 sqrt(3) t12
K = (4 pi / 3a, 0); a = Mo-Mo distance, bond along x. Wavevectors enter the
functions as k*a (dimensionless). Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

S3 = np.sqrt(3.0)
rng = np.random.default_rng(4)
GAMMA = np.zeros(2)
K = np.array([4*np.pi/3, 0.0])
BONDS = [np.array([np.cos(j*np.pi/3), np.sin(j*np.pi/3), 0.0])
         for j in range(6)]

# d orbitals as quadratic forms r.Q.r: z2, xy, x2-y2, xz, yz
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-0.5, -0.5, 1.0])
Q[1][0, 1] = Q[1][1, 0] = S3/2
Q[2] = np.diag([S3/2, -S3/2, 0.0])
Q[3][0, 2] = Q[3][2, 0] = S3/2
Q[4][1, 2] = Q[4][2, 1] = S3/2


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def representation(g):
    """Matrix of the point operation g among the three even orbitals."""
    return np.array([[2/3*np.trace(Q[m] @ g @ Q[n] @ g.T)
                      for n in range(3)] for m in range(3)])


C3 = representation(rotation(2*np.pi/3))
MX = representation(np.diag([-1.0, 1.0, 1.0]))
MY = representation(np.diag([1.0, -1.0, 1.0]))


def closed_form(ka, p):
    """Derived Bloch Hamiltonian; p = e1,e2,t0,t1,t2,t11,t12,t22."""
    e1, e2, t0, t1, t2, t11, t12, t22 = p
    A, B = ka[0]/2, S3*ka[1]/2
    sA, cA, sB, cB = np.sin(A), np.cos(A), np.sin(B), np.cos(B)
    c2, s2 = np.cos(2*A), np.sin(2*A)
    h00 = e1 + 2*t0*(c2 + 2*cA*cB)
    h01 = -2*S3*t2*sA*sB + 2j*t1*(s2 + sA*cB)
    h02 = 2*t2*(c2 - cA*cB) + 2j*S3*t1*cA*sB
    h11 = e2 + 2*t11*c2 + (t11 + 3*t22)*cA*cB
    h22 = e2 + 2*t22*c2 + (3*t11 + t22)*cA*cB
    h12 = S3*(t22 - t11)*sA*sB + 4j*t12*sA*(cA - cB)
    return np.array([[h00, h01, h02],
                     [np.conj(h01), h11, h12],
                     [np.conj(h02), np.conj(h12), h22]])


def point_energies(p):
    """Derived energies: Gamma (single, pair) and K (0, +, -)."""
    e1, e2, t0, t1, t2, t11, t12, t22 = p
    mean = e2 - 1.5*(t11 + t22)
    return (e1 + 6*t0, e2 + 3*(t11 + t22),
            e1 - 3*t0, mean - 3*S3*t12, mean + 3*S3*t12)


def bloch_sum(ka, onsite, hops):
    return onsite + sum(np.exp(1j*ka @ R[:2])*h for R, h in zip(BONDS, hops))


def check_points(onsite, hops, p):
    g1, g2, k0, kp, km = point_energies(p)
    at_gamma = np.linalg.eigvalsh(bloch_sum(GAMMA, onsite, hops))
    at_k = np.linalg.eigvalsh(bloch_sum(K, onsite, hops))
    assert np.allclose(at_gamma, np.sort([g1, g2, g2]), atol=1e-10)
    assert np.allclose(at_k, np.sort([k0, kp, km]), atol=1e-10)


# Count the hoppings that symmetry allows among 6 bonds x 9 matrix elements
def free_parameters(with_y_mirror):
    transpose = np.zeros((9, 9))
    for m in range(3):
        for n in range(3):
            transpose[3*m + n, 3*n + m] = 1
    rules = [(lambda j: j + 2, np.kron(C3, C3)),
             (lambda j: 3 - j, np.kron(MX, MX)),
             (lambda j: j + 3, transpose)]
    if with_y_mirror:
        rules.append((lambda j: -j, np.kron(MY, MY)))
    rows = []
    for image, action in rules:
        for j in range(6):
            block = np.zeros((9, 54))
            i = image(j) % 6
            block[:, 9*i:9*i+9] += np.eye(9)
            block[:, 9*j:9*j+9] -= action
            rows.append(block)
    return 54 - np.linalg.matrix_rank(np.vstack(rows), tol=1e-9)


n_d3h, n_d6h = free_parameters(False), free_parameters(True)
assert n_d3h == 6 and n_d6h == 4


# Microscopic test model: direct d-d hops plus second-order hops through S p
def pd_vector(form, n, sigma=2.0, pi=-1.0):
    along = n @ form @ n
    return sigma*along*n + pi*2/S3*(form @ n - along*n)


def dd_hop(f, g, n, sigma=-0.8, pi=0.4, delta=0.05):
    s = (n @ f @ n)*(n @ g @ n)
    u, v = f @ n - (n @ f @ n)*n, g @ n - (n @ g @ n)*n
    p = 4/3*(u @ v)
    return sigma*s + pi*p + delta*(2/3*np.sum(f*g) - s - p)


def sulfur_sites(first_angle, heights=(0.5, -0.5)):
    return [np.array([np.cos(t)/S3, np.sin(t)/S3, z])
            for t in first_angle + np.arange(3)*2*np.pi/3 for z in heights]


def micro_hop(R, sites, depth=5.0):
    out = np.zeros((5, 5))
    if np.linalg.norm(R) > 0.1:
        out += [[dd_hop(f, g, R) for g in Q] for f in Q]
    for d in sites:
        e = d - R
        if abs(np.linalg.norm(e) - np.linalg.norm(d)) < 1e-9:
            v = np.array([pd_vector(f, d/np.linalg.norm(d)) for f in Q])
            w = np.array([pd_vector(f, e/np.linalg.norm(e)) for f in Q])
            out += v @ w.T/depth
    return out


def read_parameters(onsite, h):
    return (onsite[0, 0], onsite[1, 1], h[0, 0], h[0, 1], h[0, 2],
            h[1, 1], h[1, 2], h[2, 2])


site_a, site_b = sulfur_sites(np.pi/6), sulfur_sites(np.pi/2)
micro = {}
for name, sites in (("A", site_a), ("B", site_b), ("AB", site_a + site_b),
                    ("none", [])):
    full0 = micro_hop(np.zeros(3), sites)
    full = [micro_hop(R, sites) for R in BONDS]
    for matrix in [full0] + full:
        assert np.allclose(matrix[:3, 3:], 0, atol=1e-12)
    onsite, hops = full0[:3, :3], [h[:3, :3] for h in full]
    p = read_parameters(onsite, hops[0])
    assert np.allclose(onsite, np.diag([p[0], p[1], p[1]]), atol=1e-12)
    for ka in rng.uniform(-7, 7, (20, 2)):
        assert np.allclose(bloch_sum(ka, onsite, hops),
                           closed_form(ka, p), atol=1e-11)
    check_points(onsite, hops, p)
    micro[name] = p
assert abs(micro["A"][3]) > 0.05 and abs(micro["A"][6]) > 0.05
for i in (3, 6):
    assert np.isclose(micro["A"][i], -micro["B"][i])
    assert abs(micro["AB"][i]) < 1e-12 and abs(micro["none"][i]) < 1e-12
# Without the horizontal mirror, even and odd orbitals do mix
one_side = micro_hop(BONDS[0], sulfur_sites(np.pi/6, (0.5,)))
assert np.max(abs(one_side[:3, 3:])) > 0.01

# Worked example: round parameters in the rough regime of monolayer MoS2
a = 0.32
par = (1.0, 2.1, -0.2, 0.4, 0.5, 0.2, 0.35, 0.05)
e1, e2, t0, t1, t2, t11, t12, t22 = par
bond = np.array([[t0, t1, t2], [-t1, t11, t12], [t2, -t12, t22]])
onsite = np.diag([e1, e2, e2])
hops = [None]*6
for turn in range(3):
    D = np.linalg.matrix_power(C3, turn)
    hops[2*turn] = D @ bond @ D.T
for j in (0, 2, 4):
    hops[(3 - j) % 6] = MX @ hops[j] @ MX.T
for j in range(6):
    assert np.allclose(hops[(j + 3) % 6], hops[j].T)
for ka in rng.uniform(-7, 7, (20, 2)):
    assert np.allclose(bloch_sum(ka, onsite, hops), closed_form(ka, par))
check_points(onsite, hops, par)
g1, g2, E0, Ep, Em = point_energies(par)
gap = E0 - Ep

plus = np.array([0, 1j, 1])/np.sqrt(2)
minus = plus.conj()
for point, state in ((K, plus), (-K, minus)):
    vec = np.linalg.eigh(bloch_sum(point, onsite, hops))[1]
    assert np.isclose(abs(np.vdot(state, vec[:, 0])), 1)
    assert np.isclose(abs(vec[0, 1]), 1)
chars = [np.vdot(v, C3 @ v) for v in
         (np.array([1, 0, 0]), plus, minus)]
assert min(abs(chars[i] - chars[j]) for i, j in ((0, 1), (0, 2), (1, 2))) > 1

# Whole-zone scan; the mesh contains Gamma, K and M
N = 60
bands = []
for i in range(N):
    for j in range(N):
        x, y = 2*np.pi*i/N, 2*np.pi*j/N
        bands.append(np.linalg.eigvalsh(
            closed_form(np.array([x, (2*y - x)/S3]), par)))
bands = np.array(bands)
assert np.isclose(bands[:, 0].max(), Ep) and np.isclose(bands[:, 1].min(), E0)
M_energy = np.linalg.eigvalsh(closed_form(np.array([0, 2*np.pi/S3]), par))

# Band-edge curvatures: E = E(K) + C (q a)^2
couple_p = 3/(2*np.sqrt(2))*(S3*t2 + t1)
couple_m = 3/(2*np.sqrt(2))*(S3*t2 - t1)
couple_pm = 3*S3/4*(t22 - t11)
Cc = -(E0 - e1)/4 + couple_p**2/(E0 - Ep) + couple_m**2/(E0 - Em)
Cv = -(Ep - e2)/4 - couple_p**2/(E0 - Ep) - couple_pm**2/(Em - Ep)


def even_shift(step, angle):
    """Band energies relative to K, averaged over +q and -q."""
    q = step*np.array([np.cos(angle), np.sin(angle)])
    e = [np.linalg.eigvalsh(bloch_sum(K + s*q, onsite, hops)) for s in (1, -1)]
    return (e[0] + e[1])/2 - np.linalg.eigvalsh(bloch_sum(K, onsite, hops))


for angle in (0.0, 0.4, np.pi/2):
    numeric = even_shift(1e-3, angle)/1e-6
    assert np.allclose(numeric[:2], [Cv, Cc], atol=2e-5)
    q = 1e-4*np.array([np.cos(angle), np.sin(angle)])
    slope = (bloch_sum(K + q, onsite, hops)
             - bloch_sum(K - q, onsite, hops))/2e-4
    ph = np.exp(-1j*angle)
    assert np.isclose(slope[0] @ plus, couple_p*ph, atol=1e-6)
    assert np.isclose(slope[0] @ minus, couple_m*ph.conjugate(), atol=1e-6)
    assert np.isclose(plus.conj() @ slope @ minus, couple_pm*ph, atol=1e-6)
kin = const.hbar**2/(2*const.m_e)/const.e*1e18
mc, mv = kin/(Cc*a*a), -kin/(Cv*a*a)
mu = mc*mv/(mc + mv)

# Neglected: spin-orbit coupling lam L.S within the even orbitals
lam = 0.075
d = 1e-4
Lz = 1j*(representation(rotation(d)) - representation(rotation(-d)))/(2*d)
up, down = [np.linalg.eigvalsh(bloch_sum(K, onsite, hops) + s*lam/2*Lz)
            for s in (1, -1)]
so_split = up[0] - down[0]
assert np.isclose(so_split, 2*lam, atol=1e-6) and np.isclose(up[1], down[1])
so_gap = up[1] - max(up[0], down[0])

# Neglected: further hops between dz2 orbitals, trial strength
far = 0.05
shell2 = [S3*rotation(np.pi/6)[:2, :2] @ R[:2] for R in BONDS]
shell3 = [2*R[:2] for R in BONDS]
far_shift = [[far*sum(np.cos(k @ R) for R in shell) for k in (GAMMA, K)]
             for shell in (shell2, shell3)]

# Neglected: electron-hole binding, trial state exp(-r/size)
coul = const.e/(4*np.pi*const.epsilon_0)*1e9
screen = 4.0


def pair_energy(size, length):
    attraction = quad(lambda x: (1 + x*x)**-1.5/(1 + 2*length*x/size),
                      0, np.inf)[0]
    return kin/(mu*size**2) - coul*2/size*attraction


def bind(length):
    return minimize_scalar(lambda s: pair_energy(s, length),
                           bounds=(0.02, 6), method="bounded",
                           options={"xatol": 1e-8})


rydberg = const.value("Rydberg constant times hc in eV")
assert np.isclose(bind(0.0).fun, -4*mu*rydberg, rtol=1e-5)
exciton = bind(screen)
qa = a/exciton.x
pair_x, pair_y = [even_shift(qa, t)[1] - even_shift(qa, t)[0]
                  for t in (0, np.pi/2)]

print("Allowed hoppings, D3h:", n_d3h, "; with extra y mirror:", n_d6h)
print("Sulfur test model (eV): t1, t12 for each sulfur placement")
for name in ("A", "B", "AB", "none"):
    print(f"  triangles {name}: {micro[name][3]+0.0:.4f}, "
          f"{micro[name][6]+0.0:.4f}")
print(f"Lattice constant a = {a:.2f} nm")
print(f"On-site e1, e2 = {e1:.2f}, {e2:.2f} eV")
print(f"t0, t1, t2 = {t0:.2f}, {t1:.2f}, {t2:.2f} eV")
print(f"t11, t12, t22 = {t11:.2f}, {t12:.2f}, {t22:.2f} eV")
print(f"Gamma: dz2 level = {g1:.4f} eV")
print(f"Gamma: degenerate pair = {g2:.4f} eV")
print(f"K: mean of + and - levels = {(Ep+Em)/2:.4f} eV")
print(f"K: half splitting 3 sqrt3 t12 = {(Em-Ep)/2:.4f} eV")
print(f"K: + level (valence top) = {Ep:.4f} eV")
print(f"K: dz2 level (conduction bottom) = {E0:.4f} eV")
print(f"K: - level = {Em:.4f} eV")
print(f"Direct gap at K = {gap:.4f} eV")
print(f"Valence top at K above Gamma by {Ep-g1:.4f} eV")
print("M: energies =", ", ".join(f"{x:.4f}" for x in M_energy), "eV")
print(f"Zone mesh: {N} x {N}; both band edges found at K")
print(f"k.p couplings /a: 0+, 0-, +- = {couple_p:.4f}, {couple_m:.4f}, "
      f"{couple_pm:.4f} eV")
print(f"Curvatures Cc, Cv = {Cc:.4f}, {Cv:.4f} eV")
print(f"hbar^2/(2 m0) = {kin:.6f} eV nm^2")
print(f"Electron, hole, reduced mass = {mc:.3f}, {mv:.3f}, {mu:.3f} m0")
print(f"Spin-orbit strength (rough input) = {lam:.3f} eV")
print(f"Valence spin splitting at K = {so_split:.3f} eV")
print(f"Gap with spin-orbit coupling = {so_gap:.4f} eV")
print(f"Trial further dz2 hop = {far:.3f} eV")
print(f"2nd-shell shift at Gamma, K = {far_shift[0][0]:.3f}, "
      f"{far_shift[0][1]:.3f} eV")
print(f"3rd-shell shift at Gamma, K = {far_shift[1][0]:.3f}, "
      f"{far_shift[1][1]:.3f} eV")
print(f"Screening length (rough input) = {screen:.1f} nm")
print(f"Variational exciton binding = {-exciton.fun:.3f} eV")
print(f"Exciton trial size = {exciton.x:.3f} nm; q a = {qa:.3f}")
print(f"Pair kinetic energy at that q, parabola = {(Cc-Cv)*qa**2:.4f} eV")
print(f"  from full bands along x, y = {pair_x:.4f}, {pair_y:.4f} eV")
print("checks complete")
```

Output:

```
Allowed hoppings, D3h: 6 ; with extra y mirror: 4
Sulfur test model (eV): t1, t12 for each sulfur placement
  triangles A: 0.3220, 0.1714
  triangles B: -0.3220, -0.1714
  triangles AB: -0.0000, -0.0000
  triangles none: 0.0000, 0.0000
Lattice constant a = 0.32 nm
On-site e1, e2 = 1.00, 2.10 eV
t0, t1, t2 = -0.20, 0.40, 0.50 eV
t11, t12, t22 = 0.20, 0.35, 0.05 eV
Gamma: dz2 level = -0.2000 eV
Gamma: degenerate pair = 2.8500 eV
K: mean of + and - levels = 1.7250 eV
K: half splitting 3 sqrt3 t12 = 1.8187 eV
K: + level (valence top) = -0.0937 eV
K: dz2 level (conduction bottom) = 1.6000 eV
K: - level = 3.5437 eV
Direct gap at K = 1.6937 eV
Valence top at K above Gamma by 0.1063 eV
M: energies = -0.5264, 2.1500, 3.4764 eV
Zone mesh: 60 x 60; both band edges found at K
k.p couplings /a: 0+, 0-, +- = 1.3428, 0.4943, -0.1949 eV
Curvatures Cc, Cv = 0.7890, -0.5267 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
Electron, hole, reduced mass = 0.472, 0.706, 0.283 m0
Spin-orbit strength (rough input) = 0.075 eV
Valence spin splitting at K = 0.150 eV
Gap with spin-orbit coupling = 1.6187 eV
Trial further dz2 hop = 0.050 eV
2nd-shell shift at Gamma, K = 0.300, 0.300 eV
3rd-shell shift at Gamma, K = 0.300, -0.150 eV
Screening length (rough input) = 4.0 nm
Variational exciton binding = 0.576 eV
Exciton trial size = 0.946 nm; q a = 0.338
Pair kinetic energy at that q, parabola = 0.1506 eV
  from full bands along x, y = 0.1404, 0.1404 eV
checks complete
```
